# Airy levels and Fang-Howard estimate for a triangular well in silicon, part 1

(Sections cited here and not found follow in the second part.)

## Result

Hartree atomic units are used throughout: $\hbar = m_e = e = 4\pi\epsilon_0 = 1$, energies in hartree (Ha), lengths in bohr, masses in electron masses. An electron of mass $m$ moves on $z>0$ in the potential $Fz$ with constant $F>0$, and a hard wall imposes $\psi(0)=0$:

$$H = -\frac{1}{2m}\frac{d^2}{dz^2} + Fz .$$

Define the length $l = (2mF)^{-1/3}$ and the energy $E_0 = Fl = (F^2/2m)^{1/3}$. The exact levels are $E_n = |a_n|E_0$, where $a_1 > a_2 > \dots$ are the zeros of the Airy function, all negative, so that $E_1 = 2.338107\,E_0$. The Fang-Howard trial function $\phi = (b^3/2)^{1/2}\, z\, e^{-bz/2}$ has its lowest energy at $b^3 = 12mF$, where $E_{FH} = (243/16)^{1/3}E_0 = 2.476445\,E_0$. The ratio is

$$\frac{E_{FH}}{E_1} = 1.059167 ,$$

an excess of 5.917 percent for every $m$ and $F$. The mean distance $\langle z\rangle$ from the wall is too large by the same factor. The figure belongs to the model as written: hard wall, parabolic valley, fixed linear potential.

## Problem

(a) Find the exact bound states of $H$. (b) Minimize the energy of the Fang-Howard function and find how far it lies above the true ground level. (c) Apply both to a Si(100) inversion layer with the chosen inputs $m_l = 0.916$, $m_t = 0.190$, dielectric constant $\varepsilon = 11.7$, acceptor density $N_A = 10^{17}\ \text{cm}^{-3}$ and depletion width $W = 100$ nm, which are roughly typical values, and put the lowest subbands in order.

## A tempting wrong solution

The argument tries to judge the Fang-Howard energy without solving the Airy equation. The variational principle says that a trial function gives an upper bound on the ground energy, so of two trial functions the one with the lower energy is closer to the truth. The Fang-Howard minimum is $(243/16)^{1/3}E_0$, a value confirmed below. Compare it with the simpler function $\chi = b^{1/2}e^{-bz/2}$, which is normalized on $z>0$ because $\int_0^\infty b\,e^{-bz}dz = 1$. Its slope is $\chi' = -(b/2)\chi$, so

$$\langle T\rangle = \frac{1}{2m}\int_0^\infty \chi'^2\,dz = \frac{b^2}{8m}, \qquad \langle z\rangle = b\int_0^\infty z\,e^{-bz}dz = \frac1b .$$

The energy $b^2/8m + F/b$ has derivative $b/4m - F/b^2$, which vanishes at $b^3 = 4mF$. There $F/b = b^2/4m$ and the energy is $3b^2/8m$. Its cube is $\frac{27}{512}\cdot\frac{16m^2F^2}{m^3} = \frac{27}{16}\cdot\frac{F^2}{2m}$, so the energy is $(27/16)^{1/3}E_0$. The ground level must lie at or below this value, the argument concludes, and the Fang-Howard energy is therefore too high by at least the factor $(243/27)^{1/3} = 9^{1/3}$. Since $9 > 8$, that factor exceeds 2, and the error would be more than 100 percent.

## The fault

Every integral above is correct. The fault is in the appeal to the variational principle, which covers only functions that obey the boundary condition, and $\chi(0) = b^{1/2} \neq 0$. The number $(27/16)^{1/3}$ is smaller than 2, because $27/16 < 8$, and so it lies below the true value 2.338107. It bounds nothing in this problem.

A first symptom appears in the kinetic energy. Integration by parts gives, for any real $u$ that decays at infinity,

$$-\int_0^\infty u\,u''\,dz = u(0)\,u'(0) + \int_0^\infty u'^2\,dz .$$

For $\chi$ the boundary term is $\chi(0)\chi'(0) = -b^2/2$, so the form $-\int\chi\chi''/2m$ gives $-b^2/8m$ while the form $\int\chi'^2/2m$ gives $+b^2/8m$. A kinetic energy whose sign depends on how it is written belongs to a function outside the space on which $H$ acts.

The energy left out can be computed by treating the wall as the limit of a barrier $V_0$ on $z<0$, with the same mass for simplicity. A wave function must be continuous, so $\chi$ has to be continued into the barrier by some $u(z)$ with $u(0) = \chi(0)$ and $u(-\infty) = 0$. Put $\kappa = (2mV_0)^{1/2}$. From $\int_{-\infty}^0 (u' - \kappa u)^2dz \ge 0$ and $\int_{-\infty}^0 2uu'\,dz = u(0)^2$ it follows that

$$\int_{-\infty}^0\left(\frac{u'^2}{2m} + V_0u^2\right)dz = \frac{1}{2m}\int_{-\infty}^0 (u'^2 + \kappa^2u^2)\,dz \ \ge\ \frac{\kappa\,u(0)^2}{2m} = b\left(\frac{V_0}{2m}\right)^{1/2}.$$

The cheapest continuation, $u = \chi(0)e^{\kappa z}$, costs exactly this amount and adds to the norm only $b/2\kappa$, which vanishes for a high barrier. The cost grows without limit as $V_0\to\infty$. The true energy of $\chi$ in the hard-wall problem is infinite, and the wrong solution dropped the infinite part.

The number does have a meaning in another problem. The even function $e^{-b|z|/2}$ on the whole line has the same ratio of energy to norm in the symmetric potential $F|z|$, since both halves contribute equally. It bounds the lowest state of that potential, which is even and has $\psi'(0)=0$. The hard-wall states are the odd states of $F|z|$, and those lie higher.

## The model

**Envelope equation.** Near a conduction-band minimum at $\mathbf k_0$ the band energy, measured from the minimum, is taken as $\mathcal E(\mathbf k_0+\mathbf q) = q_x^2/2m_x + q_y^2/2m_y + q_z^2/2m_z$. Expand the state in Bloch functions of this band, $\Psi = \sum_{\mathbf q}A(\mathbf q)\,e^{i(\mathbf k_0+\mathbf q)\cdot\mathbf r}u_{\mathbf k_0+\mathbf q}(\mathbf r)$, and project the Schrödinger equation with an added potential $V$ on one of them, neglecting coupling to other bands and valleys:

$$\mathcal E(\mathbf k_0+\mathbf q)A(\mathbf q) + \sum_{\mathbf q'}\langle\mathbf q|V|\mathbf q'\rangle A(\mathbf q') = E\,A(\mathbf q).$$

If $V$ varies slowly on the scale of a unit cell, it is nearly constant within each cell, and only small $\mathbf q-\mathbf q'$ matter. The cell average of $u^*_{\mathbf k_0+\mathbf q}u_{\mathbf k_0+\mathbf q'}$ is then close to 1, and the matrix element reduces to the Fourier component $\tilde V(\mathbf q-\mathbf q')$. For the envelope $\Xi(\mathbf r) = \sum_{\mathbf q}A(\mathbf q)e^{i\mathbf q\cdot\mathbf r}$, multiplication by $q_j$ becomes $-i\partial_j$ and the convolution becomes the product $V\Xi$. With $V = V(z)$ the equation separates as $\Xi = e^{i(k_xx+k_yy)}\psi(z)$, and

$$E = \frac{k_x^2}{2m_x}+\frac{k_y^2}{2m_y}+E_n, \qquad -\frac{1}{2m_z}\psi'' + V\psi = E_n\psi .$$

Each $E_n$ is the bottom of a two-dimensional subband. The interface itself is abrupt, so this argument says nothing about it, and $\psi(0)=0$ is a separate assumption that rests on the oxide barrier, roughly 3 eV, being far above the levels.

Silicon has six conduction valleys on the cube axes, each with the longitudinal mass $m_l$ along its own axis and the transverse mass $m_t$ across it. With $z$ along a cube axis the mass tensor is diagonal in $x,y,z$, as assumed. The two valleys on the $z$ axis have $m_z = m_l$, and the four on the $x$ and $y$ axes have $m_z = m_t$. The in-plane mass $m_t$ of the twofold valleys does not enter their confinement. The mass in $H$ is the one along $z$.

**The field.** In the depletion layer $0<z<W$ the ionized acceptors carry charge density $-N_A$. Poisson's equation for the electrostatic potential $U$ is $U'' = -4\pi\rho/\varepsilon = 4\pi N_A/\varepsilon$, and an electron has potential energy $V = -U$, so $V'' = -4\pi N_A/\varepsilon$. The field vanishes at the edge of the layer, $V'(W)=0$, which gives $V' = 4\pi N_A(W-z)/\varepsilon$. With $V(0)=0$,

$$V(z) = Fz\left(1-\frac{z}{2W}\right), \qquad F = \frac{4\pi N_AW}{\varepsilon}.$$

The triangular well keeps the first term, which requires $\langle z\rangle\ll W$. First-order perturbation theory gives the shift $-F\langle z^2\rangle/2W$ from the second term. The inversion electrons, of sheet density $n_s$, change the field across their own layer by $4\pi n_s/\varepsilon$, by the same Poisson equation. A fixed $F$ therefore also requires $n_s\ll N_AW$, that is, an inversion charge much smaller than the depletion charge.

**Scaling.** Put $z = lx$ and $E = \lambda E_0$. The equation becomes $-\frac{1}{2ml^2}\psi_{xx} + Fl\,x\,\psi = \lambda E_0\psi$. The two coefficients on the left are equal when $l^3 = 1/2mF$. Their common value is $E_0 = Fl$, with $E_0^3 = F^3/2mF = F^2/2m$. Dividing by it,

$$h\psi \equiv -\psi'' + x\psi = \lambda\psi ,$$

where primes now mean $d/dx$. No parameter is left, so any ratio of energies in this model is a pure number. The shift $s = x-\lambda$ gives the Airy equation $y'' = sy$.

## Part (a): the exact solution

**A decaying solution.** For any $\eta>0$ let $w = t+i\eta$ and define

$$\mathrm{Ai}(s) = \frac{1}{2\pi}\int_{-\infty}^{\infty}e^{\Phi}\,dt, \qquad \Phi = \frac{iw^3}{3} + isw .$$

Expanding $w^3 = t^3 + 3i\eta t^2 - 3\eta^2t - i\eta^3$ gives

$$\Phi = \left(-\eta t^2 + \frac{\eta^3}{3} - s\eta\right) + i\left(\frac{t^3}{3} + (s-\eta^2)t\right).$$

The factor $e^{-\eta t^2}$ makes the integral and all its derivatives converge absolutely. The phase is odd in $t$, so the sine part cancels and $\mathrm{Ai}$ is real. The value does not depend on $\eta$: the integrand is a function of $w$, so $\partial_\eta e^\Phi = i\,\partial_te^\Phi$, whose integral vanishes because $e^\Phi\to0$ at both ends. Two derivatives in $s$ bring down $(iw)^2 = -w^2$, and $\partial_te^\Phi = i(w^2+s)e^\Phi$, so

$$\mathrm{Ai}'' - s\,\mathrm{Ai} = -\frac{1}{2\pi}\int(w^2+s)e^\Phi dt = \frac{i}{2\pi}\int\partial_te^\Phi\,dt = 0 .$$

For $s>0$ choose $\eta = s^{1/2}$. The term linear in $t$ drops out and $\eta^3/3 - s\eta = -\zeta$ with $\zeta = \frac23s^{3/2}$:

$$\mathrm{Ai}(s) = \frac{e^{-\zeta}}{\pi}\int_0^\infty e^{-\eta t^2}\cos(t^3/3)\,dt .$$

Since $1-\cos u = 2\sin^2(u/2)\le u^2/2$, the cosine lies between $1-t^6/18$ and 1. The Gaussian integral is $\int_0^\infty e^{-\eta t^2}dt = \frac12(\pi/\eta)^{1/2}$. Applying $-d^3/d\eta^3$ to it gives $\int_0^\infty t^6e^{-\eta t^2}dt = \frac12(\pi/\eta)^{1/2}\cdot\frac12\cdot\frac32\cdot\frac52\,\eta^{-3}$. The relative correction is thus at most $\frac{15}{8\cdot18}\eta^{-3} = \frac{5}{48}s^{-3/2} = \frac{5}{72\zeta}$, and

$$1-\frac{5}{72\zeta}\ \le\ 2\sqrt\pi\,s^{1/4}e^{\zeta}\,\mathrm{Ai}(s)\ \le\ 1 .$$

So $\mathrm{Ai}$ is positive at large $s$ and decays as $e^{-\zeta}$. The derivative brings down $iw$ with $|w|\le|t|+\eta$, so $|\mathrm{Ai}'|\le\frac{e^{-\zeta}}{\pi}\left[\frac{1}{2\eta}+\frac12(\pi\eta)^{1/2}\right]$. It decays in the same way, and comparison with the lower bound on $\mathrm{Ai}$ shows that $|\mathrm{Ai}'/\mathrm{Ai}|$ grows no faster than $s^{1/2}$.

**The second solution.** Take $s_0$ large enough that $\mathrm{Ai}>0$ beyond it, and let $y_2 = \mathrm{Ai}\,J$ with $J = \int_{s_0}^sds'/\mathrm{Ai}^2$. Then $y_2' = \mathrm{Ai}'J + 1/\mathrm{Ai}$ and $y_2'' = \mathrm{Ai}''J + \mathrm{Ai}'/\mathrm{Ai}^2 - \mathrm{Ai}'/\mathrm{Ai}^2 = sy_2$. The upper bound gives $1/\mathrm{Ai}^2\ge4\pi s^{1/2}e^{2\zeta}$, and $d\zeta = s^{1/2}ds$, so $J\ge2\pi(e^{2\zeta}-e^{2\zeta_0})$. Multiplying by the lower bound on $\mathrm{Ai}$ shows that $y_2$ grows at least as $s^{-1/4}e^{\zeta}$. The general solution is $C_1\mathrm{Ai}+C_2y_2$, and a normalizable one has $C_2=0$.

**Quantization.** The bound states are $\psi\propto\mathrm{Ai}(x-\lambda)$, and the wall requires $\mathrm{Ai}(-\lambda)=0$. Multiplying $h\psi=\lambda\psi$ by $\psi$ and integrating by parts, with no boundary term because $\psi(0)=0$, gives $\lambda\int\psi^2 = \int\psi'^2+\int x\psi^2>0$. Hence every zero of $\mathrm{Ai}$ is negative. The zeros are simple, since $y=y'=0$ at one point would force $y\equiv0$. There are infinitely many. Suppose $y>0$ on a closed interval $[c,c+\pi]$ lying in $s\le-1$, and let $v = \sin(s-c)$. Then $\int(y''v-yv'')ds = \int(s+1)yv\,ds\le0$, while the same integral equals $[y'v-yv'] = y(c+\pi)+y(c)>0$. The contradiction, which arises equally for $y<0$, puts a zero in every such interval. Ordering the zeros as $a_1>a_2>\dots$,

$$E_n = |a_n|E_0 .$$

The state $\mathrm{Ai}(x+a_1)$ has no node on $x>0$, because $a_1$ is the largest zero.

**Values of the zeros.** These need $\mathrm{Ai}(0)$ and $\mathrm{Ai}'(0)$. At $s=0$ the integrand $e^{iw^3/3}$ is analytic everywhere, so the line $\mathrm{Im}\,w=\eta$ may be replaced by a path that comes in along the ray $w = re^{5i\pi/6}$ and goes out along $w = re^{i\pi/6}$, provided the joining pieces vanish. With $w = X+iY$ the real part of $iw^3/3$ is $-Y(X^2-Y^2/3)$. On the vertical piece $\eta\le Y\le|X|/\sqrt3$ it is at most $-\frac89\eta X^2$, so these pieces vanish as $|X|\to\infty$. On both rays $w^3 = ir^3$ and the exponent is $-r^3/3$. The substitution $u = r^3/3$ gives $\int_0^\infty r^pe^{-r^3/3}dr = 3^{(p-2)/3}\,\Gamma\!\left(\frac{p+1}{3}\right)$. The incoming ray enters with a minus sign, so

$$\mathrm{Ai}(0) = \frac{e^{i\pi/6}-e^{5i\pi/6}}{2\pi}\,3^{-2/3}\,\Gamma(\tfrac13) = \frac{3^{-1/6}\,\Gamma(\frac13)}{2\pi} = 0.355028,$$

$$\mathrm{Ai}'(0) = \frac{i\,(e^{i\pi/3}-e^{5i\pi/3})}{2\pi}\,3^{-1/3}\,\Gamma(\tfrac23) = -\frac{3^{1/6}\,\Gamma(\frac23)}{2\pi} = -0.258819,$$

where the brackets equal $\sqrt3$ and $i\sqrt3$. The reflection formula $\Gamma(\frac13)\Gamma(\frac23) = 2\pi/\sqrt3$ turns these into the forms $3^{-2/3}/\Gamma(\frac23)$ and $-3^{-1/3}/\Gamma(\frac13)$.

Inserting $y = \sum c_ks^k$ in $y''=sy$ and matching powers gives $c_2=0$ and $(k+2)(k+3)c_{k+3} = c_k$. Therefore

$$\mathrm{Ai}(s) = \mathrm{Ai}(0)\left(1+\frac{s^3}{6}+\frac{s^6}{180}+\dots\right)+\mathrm{Ai}'(0)\left(s+\frac{s^4}{12}+\frac{s^7}{504}+\dots\right).$$

The ratio of successive terms is $s^3/[(k+2)(k+3)]\to0$, so the series converges for all $s$. Its sign changes, located numerically, are

$$a_1 = -2.338107,\qquad a_2 = -4.087949,\qquad a_3 = -5.520560 .$$

**Norm and moments.** Three identities follow by differentiating and using $y''=sy$. First,

$$(sy^2-y'^2)' = y^2+2syy'-2y'sy = y^2 .$$

Second, $(yy')' = y'^2+sy^2$, $(sy'^2)' = y'^2+2s^2yy'$ and $(s^2y^2)' = 2sy^2+2s^2yy'$ combine to

$$(yy'-sy'^2+s^2y^2)' = 3sy^2 .$$

Third, $(2syy')' = 2yy'+2sy'^2+2s^2y^2$, $(y^2)' = 2yy'$, $(s^2y'^2)' = 2sy'^2+2s^3yy'$ and $(s^3y^2)' = 3s^2y^2+2s^3yy'$ combine to

$$(2syy'-y^2-s^2y'^2+s^3y^2)' = 5s^2y^2 .$$

Integrate each from $a_n$ to infinity with $y=\mathrm{Ai}$. The upper limit gives zero by the decay shown above, and at the lower limit $y=0$. The results are $\int y^2 = y'(a_n)^2$, $\int sy^2 = \frac13a_ny'(a_n)^2$ and $\int s^2y^2 = \frac15a_n^2y'(a_n)^2$. The normalized states are

$$\psi_n(z) = l^{-1/2}\,\frac{\mathrm{Ai}(z/l+a_n)}{\mathrm{Ai}'(a_n)},$$

with $\mathrm{Ai}'(a_1) = 0.701211$, $\mathrm{Ai}'(a_2) = -0.803111$, $\mathrm{Ai}'(a_3) = 0.865204$. In the scaled variable every state leaves the wall with slope $+1$. Since $x = s-a_n$,

$$\langle x\rangle = \frac{a_n}{3}-a_n = \frac23|a_n|, \qquad \langle x^2\rangle = \frac{a_n^2}{5}-\frac{2a_n^2}{3}+a_n^2 = \frac{8}{15}a_n^2 .$$

For the ground state these are 1.558738 and 2.91560. The first says $\langle V\rangle = \frac23E_n$ and hence $\langle T\rangle = \frac13E_n$, the virial relation $\langle V\rangle = 2\langle T\rangle$ of a linear potential. The mean position is two thirds of the classical turning point $E_n/F$. Estimating a level as $F\langle z\rangle$ misses a third of it.

## Part (b): the variational estimate

**The bound and its condition.** Let $\psi=\psi_1>0$ in the scaled variable, with $\psi'' = (x-\lambda_1)\psi$ and $\lambda_1=|a_1|$. Write a real trial function as $\phi = \psi f$. Then $\phi'^2 = \psi^2f'^2+\psi'^2f^2+\psi\psi'(f^2)'$, and $(\psi\psi'f^2)' = \psi'^2f^2+\psi\psi''f^2+\psi\psi'(f^2)'$. Subtracting, $\phi'^2 = \psi^2f'^2+(\psi\psi'f^2)'-\psi\psi''f^2$. With $\psi\psi''f^2 = (x-\lambda_1)\phi^2$ and $\psi\psi'f^2 = \phi^2\psi'/\psi$,

$$\int_\delta^\infty(\phi'^2+x\phi^2)\,dx = \lambda_1\int_\delta^\infty\phi^2dx+\int_\delta^\infty\psi^2f'^2dx+\left[\phi^2\frac{\psi'}{\psi}\right]_\delta^\infty .$$

At infinity the bracket vanishes for an exponentially decaying $\phi$, since $\psi'/\psi$ grows only as $x^{1/2}$. At the wall $\psi'/\psi\approx1/\delta$, and the bracket contributes $-\phi(\delta)^2/\delta$. If $\phi$ vanishes linearly this is of order $\delta$ and disappears, leaving $E[\phi]\ge E_1$ for normalized $\phi$, with equality only for constant $f$. If $\phi(0)\neq0$ the term tends to $-\infty$, the second integral diverges to $+\infty$, and their finite difference can have either sign. This is the line at which the wrong solution fails.

The exact bound states of the triangular well are now known, and a trial function that vanishes linearly at the wall has been shown to give an upper bound on the ground energy. It remains to minimize the Fang-Howard energy, compare it with the exact level, and apply both to the silicon layer.
